# Berry curvature in tight binding depends on where the orbitals sit: test program

```python
"""
Result under test: for a tight-binding band with orbital weights w_j(k),
    Omega(k) - Omega0(k) = sum_j (d_x w_j * tau_jy - d_y w_j * tau_jx),
where Omega uses Bloch phases exp[i k.(R+tau_j)] and Omega0 uses exp[i k.R].
The integral over the whole Brillouin zone (the Chern number) is the same.
Symbols: R lattice vector, tau_j orbital position in the cell, k wavevector,
Omega = d_x A_y - d_y A_x with A = i <C|grad C>, lower band of two.
Model: Haldane's honeycomb model. Hartree atomic units throughout.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.special import expit

A_LAT, T1, T2, MASS = 5.0, 0.10, 0.02, 0.03
a1 = A_LAT * np.array([1.0, 0.0])
a2 = A_LAT * np.array([0.5, np.sqrt(3) / 2])
B = 2 * np.pi * np.linalg.inv(np.array([a1, a2])).T   # rows: b1, b2
ZONE_AREA = np.linalg.det(B)
TAU = np.array([[0.0, 0.0], (a1 + a2) / 3])           # orbitals A and B
POINT = np.zeros((2, 2))                              # both at one point


def model(mass=MASS, special_bond=T1, b_shift=np.zeros(2)):
    """All elements <0i|H|Rj> as (i, j, R, value).
    b_shift: lattice vector by which the home cell of B is relabelled."""
    hops = [(0, 0, np.zeros(2), mass), (1, 1, np.zeros(2), -mass)]
    for R, t in ((0 * a1, special_bond), (-a1, T1), (-a2, T1)):
        hops += [(0, 1, R - b_shift, t), (1, 0, b_shift - R, t)]
    for R in (a1, a2 - a1, -a2):
        hops += [(0, 0, R, 1j * T2), (0, 0, -R, -1j * T2),
                 (1, 1, R, -1j * T2), (1, 1, -R, 1j * T2)]
    return hops


def bloch(k, hops, tau):
    """Bloch matrix and its two k derivatives; k has shape (..., 2)."""
    k = np.asarray(k, float)
    H = np.zeros(k.shape[:-1] + (2, 2), complex)
    Hx, Hy = np.zeros_like(H), np.zeros_like(H)
    for i, j, R, t in hops:
        d = R + tau[j] - tau[i]
        term = t * np.exp(1j * (k @ d))
        H[..., i, j] += term
        Hx[..., i, j] += 1j * d[0] * term
        Hy[..., i, j] += 1j * d[1] * term
    return H, Hx, Hy


def lower_band(k, hops, tau):
    """Energy, weights, curvature, energy gradient of the lower band."""
    H, Hx, Hy = bloch(k, hops, tau)
    E, V = np.linalg.eigh(H)
    Vd = np.conj(np.swapaxes(V, -1, -2))
    X, Y = Vd @ Hx @ V, Vd @ Hy @ V
    gap = E[..., 1] - E[..., 0]
    curv = -2 * np.imag(X[..., 0, 1] * Y[..., 1, 0]) / gap**2
    grad = np.stack([X[..., 0, 0].real, Y[..., 0, 0].real], -1)
    return E[..., 0], np.abs(V[..., :, 0])**2, curv, grad


def curvature(k, hops, tau):
    return lower_band(k, hops, tau)[2]


def loop_curvature(k, hops, tau, h=1e-3):
    """Berry phase around a small square divided by its area."""
    corners = k + 0.5 * h * np.array([[-1, -1], [1, -1], [1, 1], [-1, 1]])
    u = np.linalg.eigh(bloch(corners, hops, tau)[0])[1][:, :, 0]
    product = np.prod([np.vdot(u[n], u[(n + 1) % 4]) for n in range(4)])
    return -np.angle(product) / h**2


def weight_gradient(k, hops, h=1e-4):
    """Finite-difference gradient; row = direction, column = orbital."""
    return np.array([(lower_band(k + s, hops, POINT)[1]
                      - lower_band(k - s, hops, POINT)[1]) / (2 * h)
                     for s in h * np.eye(2)])


def curl_term(k, hops, tau):
    g = weight_gradient(k, hops)
    return np.sum(g[0] * tau[:, 1] - g[1] * tau[:, 0])


def zone_grid(n):
    f = np.arange(n) / n
    return np.stack(np.meshgrid(f, f, indexing="ij"), -1) @ B


def link_chern(hops, n=24):
    """Chern number from lattice Berry phases with periodic eigenvectors."""
    u = np.linalg.eigh(bloch(zone_grid(n), hops, POINT)[0])[1][..., 0]
    l1 = np.sum(u.conj() * np.roll(u, -1, 0), -1)
    l2 = np.sum(u.conj() * np.roll(u, -1, 1), -1)
    loop = l1 * np.roll(l2, -1, 0) * np.roll(l1, -1, 1).conj() * l2.conj()
    return -np.sum(np.angle(loop)) / (2 * np.pi)


def area_chern(hops, tau, n=120):
    return np.mean(curvature(zone_grid(n), hops, tau)) * ZONE_AREA / (2*np.pi)


hal = model()
Q = np.array([0.40, 0.55]) @ B

# Sum formula against loop phases, and the curl law, at random k points
rng = np.random.default_rng(3)
samples = [Q] + list(rng.random((12, 2)) @ B)
curl_error = 0.0
for k in samples:
    for tau in (TAU, POINT):
        assert abs(curvature(k, hal, tau) - loop_curvature(k, hal, tau)) < 5e-3
    e_pos, w_pos = lower_band(k, hal, TAU)[:2]
    e_pt, w_pt = lower_band(k, hal, POINT)[:2]
    assert abs(e_pos - e_pt) < 1e-12 and np.allclose(w_pos, w_pt, atol=1e-11)
    diff = loop_curvature(k, hal, TAU) - loop_curvature(k, hal, POINT)
    assert abs(diff - curl_term(k, hal, TAU)) < 5e-3   # O(h^2) of the loop
    diff = curvature(k, hal, TAU) - curvature(k, hal, POINT)
    curl_error = max(curl_error, abs(diff - curl_term(k, hal, TAU)))
assert curl_error < 1e-4

energy, weights, om, _ = lower_band(Q, hal, TAU)
om0 = curvature(Q, hal, POINT)
gw = weight_gradient(Q, hal)
BOHR_A = constants.physical_constants["Bohr radius"][0] * 1e10
print(f"lattice constant {A_LAT:.1f} bohr; t1 {T1:.2f}, t2 {T2:.2f}, "
      f"mass {MASS:.2f} hartree")
print(f"position of B relative to A: {TAU[1,0]:.4f}, {TAU[1,1]:.4f} bohr")
print(f"point Q = 0.40 b1 + 0.55 b2: {Q[0]:.5f}, {Q[1]:.5f} 1/bohr")
print(f"lower-band energy at Q: {energy:.6f} hartree")
print(f"weights at Q: A {weights[0]:.5f}, B {weights[1]:.5f}")
print(f"gradient of B weight at Q: {gw[0,1]:.5f}, {gw[1,1]:.5f} bohr")
print(f"Omega at Q (true positions): {om:.5f} bohr^2 = "
      f"{om*BOHR_A**2:.5f} angstrom^2")
print(f"Omega0 at Q (phases exp ik.R): {om0:.5f} bohr^2 = "
      f"{om0*BOHR_A**2:.5f} angstrom^2")
print(f"difference at Q: {om-om0:.5f} bohr^2")
print(f"curl term at Q from weights: {curl_term(Q, hal, TAU):.5f} bohr^2")
print(f"largest curl-law error, {len(samples)} k points: "
      f"{curl_error:.1e} bohr^2")

# Sliding B at fixed hoppings; a common shift must have no effect
chern = link_chern(hal)
assert abs(abs(chern) - 1) < 1e-9
print(f"Chern number from lattice Berry phases: {chern:.6f}")
slide = []
for s in (0.0, 0.5, 1.0):
    slide.append(curvature(Q, hal, s * TAU))
    c = area_chern(hal, s * TAU)
    assert abs(c - chern) < 1e-6
    print(f"B at {s:.1f} of its position: Omega(Q) {slide[-1]:.5f} bohr^2, "
          f"Chern {c:.6f}")
assert abs(slide[0] + slide[2] - 2 * slide[1]) < 1e-9
assert abs(curvature(Q, hal, TAU + np.array([0.7, -1.3])) - om) < 1e-9
grid = zone_grid(120)
change = curvature(grid, hal, TAU) - curvature(grid, hal, POINT)
print(f"change of curvature over zone grid: min {change.min():.4f}, "
      f"max {change.max():.4f} bohr^2")
print(f"mean change over zone grid: {abs(change.mean()):.1e} bohr^2 (modulus)")

# Trivial phase: same local effect, zero Chern number
triv = model(mass=0.15)
ct, ct0 = area_chern(triv, TAU), area_chern(triv, POINT)
assert abs(link_chern(triv)) < 1e-9 and max(abs(ct), abs(ct0)) < 1e-6
tv, tv0 = curvature(Q, triv, TAU), curvature(Q, triv, POINT)
assert abs(tv - tv0) > 1e-2
print(f"mass 0.15 hartree: Omega(Q) {tv:.5f}, Omega0(Q) {tv0:.5f} bohr^2")
print(f"mass 0.15 hartree: |Chern| {abs(ct):.6f} and {abs(ct0):.6f}")

# Threefold symmetry
c3 = np.array([[-0.5, -np.sqrt(3) / 2], [np.sqrt(3) / 2, -0.5]])
turned = np.array([Q, c3 @ Q, c3 @ c3 @ Q])
rot, rot0 = curvature(turned, hal, TAU), curvature(turned, hal, POINT)
assert np.ptp(rot) < 1e-9 and np.ptp(rot0) > 0.1
print("Q turned by 0, 120, 240 deg, Omega: "
      + ", ".join(f"{x:.5f}" for x in rot) + " bohr^2")
print("Q turned by 0, 120, 240 deg, Omega0: "
      + ", ".join(f"{x:.5f}" for x in rot0) + " bohr^2")
K = np.array([1 / 3, 2 / 3]) @ B
kk, kk0 = curvature(K, hal, TAU), curvature(K, hal, POINT)
assert abs(kk - kk0) < 1e-8
print(f"zone corner K = (b1+2 b2)/3: Omega {kk:.5f}, Omega0 {kk0:.5f} bohr^2")

# Relabelling the home cell of B without moving the orbital
relabelled = model(b_shift=a1)
tau_relabelled = TAU + np.array([[0.0, 0.0], a1])
new, new0 = (curvature(Q, relabelled, tau_relabelled),
             curvature(Q, relabelled, POINT))
assert abs(new - om) < 1e-9 and abs(new0 - om0) > 0.1
print(f"B relabelled by a1: Omega(Q) {new:.5f}, Omega0(Q) {new0:.5f} bohr^2")

# Transverse velocity under a slowly applied force along x.
# Only phases exp(ik.R) are used; positions enter through the potential
# -F.tau and through the commutator in the velocity operator.
FORCE, RAMP = 2e-5, 1000.0


def transverse_velocity(force, tau):
    def k_and_force(t):
        x = t / RAMP
        s = 35 * x**4 - 84 * x**5 + 70 * x**6 - 20 * x**7
        area = 7 * x**5 - 14 * x**6 + 10 * x**7 - 2.5 * x**8
        return Q - np.array([force * RAMP * (0.5 - area), 0.0]), force * s

    def rhs(t, c):
        k, f = k_and_force(t)
        return -1j * (bloch(k, hal, POINT)[0] @ c - f * tau[:, 0] * c)

    start = np.linalg.eigh(bloch(k_and_force(0.0)[0], hal, POINT)[0])[1][:, 0]
    c = solve_ivp(rhs, (0, RAMP), start.astype(complex), method="DOP853",
                  rtol=1e-11, atol=1e-13).y[:, -1]
    H, _, Hy = bloch(Q, hal, POINT)
    ty = np.diag(tau[:, 1])
    velocity = Hy + 1j * (H @ ty - ty @ H)
    return np.vdot(c, velocity @ c).real / np.vdot(c, c).real


print(f"final force {FORCE:.1e} hartree/bohr, ramp time {RAMP:.0f} a.u.")
for name, tau, expected in (("true positions", TAU, om),
                            ("positions dropped", POINT, om0)):
    response = (transverse_velocity(FORCE, tau)
                - transverse_velocity(-FORCE, tau)) / (2 * FORCE)
    assert abs(response - expected) < 5e-3
    print(f"velocity response v_y/F_x, {name}: {response:.4f} bohr^2")

# Partly filled lower band: area integral against Fermi-line expression
MU, KT = -0.20, 0.005
print(f"chemical potential {MU:.2f}, thermal energy {KT:.3f} hartree")
grid = zone_grid(240)
for bond in (T1, 0.15):
    hops = model(special_bond=bond)
    e, w, c, grad = lower_band(grid, hops, TAU)
    c0 = curvature(grid, hops, POINT)
    f = expit((MU - e) / KT)
    scale = ZONE_AREA / (2 * np.pi)
    full, full0 = np.mean(f * c) * scale, np.mean(f * c0) * scale
    dipole = w @ TAU
    cross = grad[..., 0] * dipole[..., 1] - grad[..., 1] * dipole[..., 0]
    line = np.mean(f * (1 - f) / KT * cross) * scale
    assert abs(full - full0 - line) < 1e-7
    if bond == T1:
        assert abs(line) < 1e-8
    else:
        assert abs(line) > 1e-4
        assert abs(area_chern(hops, TAU) - area_chern(hops, POINT)) < 1e-6
    print(f"special bond {bond:.2f} hartree: filling {f.mean():.4f} of band")
    print(f"  integral f*Omega/2pi {full:.6f}, f*Omega0/2pi {full0:.6f}")
    print(f"  Fermi-line term, modulus {abs(line):.6f}")

print("finished without a failed check")
```

Running it gives:

```
lattice constant 5.0 bohr; t1 0.10, t2 0.02, mass 0.03 hartree
position of B relative to A: 2.5000, 1.4434 bohr
point Q = 0.40 b1 + 0.55 b2: 0.50265, 0.50786 1/bohr
lower-band energy at Q: -0.089532 hartree
weights at Q: A 0.71351, B 0.28649
gradient of B weight at Q: 0.53464, -1.79375 bohr
Omega at Q (true positions): -12.00600 bohr^2 = -3.36202 angstrom^2
Omega0 at Q (phases exp ik.R): -17.26206 bohr^2 = -4.83387 angstrom^2
difference at Q: 5.25605 bohr^2
curl term at Q from weights: 5.25605 bohr^2
largest curl-law error, 13 k points: 5.9e-07 bohr^2
Chern number from lattice Berry phases: -1.000000
B at 0.0 of its position: Omega(Q) -17.26206 bohr^2, Chern -1.000000
B at 0.5 of its position: Omega(Q) -14.63403 bohr^2, Chern -1.000000
B at 1.0 of its position: Omega(Q) -12.00600 bohr^2, Chern -1.000000
change of curvature over zone grid: min -5.2287, max 5.7904 bohr^2
mean change over zone grid: 6.3e-17 bohr^2 (modulus)
mass 0.15 hartree: Omega(Q) -0.80745, Omega0(Q) -1.23356 bohr^2
mass 0.15 hartree: |Chern| 0.000000 and 0.000000
Q turned by 0, 120, 240 deg, Omega: -12.00600, -12.00600, -12.00600 bohr^2
Q turned by 0, 120, 240 deg, Omega0: -17.26206, -10.46263, -8.29332 bohr^2
zone corner K = (b1+2 b2)/3: Omega -17.15582, Omega0 -17.15582 bohr^2
B relabelled by a1: Omega(Q) -12.00600, Omega0(Q) -26.23080 bohr^2
final force 2.0e-05 hartree/bohr, ramp time 1000 a.u.
velocity response v_y/F_x, true positions: -12.0060 bohr^2
velocity response v_y/F_x, positions dropped: -17.2621 bohr^2
chemical potential -0.20, thermal energy 0.005 hartree
special bond 0.10 hartree: filling 0.3194 of band
  integral f*Omega/2pi -0.016319, f*Omega0/2pi -0.016319
  Fermi-line term, modulus 0.000000
special bond 0.15 hartree: filling 0.4506 of band
  integral f*Omega/2pi -0.050223, f*Omega0/2pi -0.026084
  Fermi-line term, modulus 0.024138
finished without a failed check
```
